\section*{Anisotropic thermal expansion and axis contraction with positive Grüneisen components, part 1}

(Sections cited here and not found follow in the later parts.)

\section{The result}

Hartree atomic units are used with $k_B=1$. A temperature is an energy in Ha, entropy and heat capacity are pure numbers, and an expansion coefficient has the unit $\mathrm{Ha}^{-1}$; multiplying it by $k_B=3.166812\times10^{-6}\ \mathrm{Ha/K}$ converts it to $\mathrm{K}^{-1}$. Repeated Cartesian indices are summed. The letter $S$ with indices denotes a compliance and $\mathcal S$ denotes entropy. Extensive quantities refer to one cell of volume $V$.

\paragraph{Theorem.} Let a crystal satisfy assumptions A1 to A4 of Section 2 (quasi-harmonic free energy, zero external stress, mechanical stability, no free internal coordinates). Let $c_m$ be the heat capacity of mode $m$ and $\omega_m$ its frequency, and define
\begin{equation}
\gamma^m_{kl}=-\frac{\partial\ln\omega_m}{\partial\epsilon_{kl}},\qquad
C_\epsilon=\sum_m c_m,\qquad
\gamma_{kl}=\frac{1}{C_\epsilon}\sum_m c_m\gamma^m_{kl}.
\label{eq:defs}
\end{equation}

(i) The thermal expansion tensor is
\begin{equation}
\alpha_{ij}=S^T_{ijkl}\,\gamma_{kl}\,\frac{C_\epsilon}{V},
\label{eq:main}
\end{equation}
where $S^T$ is the isothermal compliance at the temperature in question and $C_\epsilon$ is the heat capacity at constant strain.

(ii) The same tensor equals $S^{\mathcal S}_{ijkl}\gamma_{kl}C_\sigma/V$, with the adiabatic compliance $S^{\mathcal S}$ and the heat capacity $C_\sigma$ at zero stress, and $C_\sigma=C_\epsilon(1+T\gamma_{ij}\alpha_{ij})\ge C_\epsilon$.

(iii) In a hexagonal crystal with axis $x_3$ one has $\gamma=\mathrm{diag}(\gamma_a,\gamma_a,\gamma_c)$, $\alpha=\mathrm{diag}(\alpha_a,\alpha_a,\alpha_c)$, and in Voigt notation, with isothermal constants,
\begin{align}
\alpha_a&=\frac{C_\epsilon}{V}\big[(S_{11}+S_{12})\gamma_a+S_{13}\gamma_c\big]=\frac{C_\epsilon}{V}\,\frac{C_{33}\gamma_a-C_{13}\gamma_c}{D},\label{eq:aa}\\
\alpha_c&=\frac{C_\epsilon}{V}\big[2S_{13}\gamma_a+S_{33}\gamma_c\big]=\frac{C_\epsilon}{V}\,\frac{(C_{11}+C_{12})\gamma_c-2C_{13}\gamma_a}{D},\label{eq:ac}
\end{align}
where $D=C_{33}(C_{11}+C_{12})-2C_{13}^2>0$.

(iv) Suppose $\gamma_a>0$ and $\gamma_c>0$, and put $r=\gamma_c/\gamma_a$. If $S_{13}\ge0$, both axes expand on heating. If $S_{13}<0$, which is the same as $C_{13}>0$, then
\begin{equation}
\alpha_a<0\iff r>\frac{C_{33}}{C_{13}},\qquad
\alpha_c<0\iff r<\frac{2C_{13}}{C_{11}+C_{12}},
\label{eq:crit}
\end{equation}
the second threshold lies below the first, and $\alpha_a$ and $\alpha_c$ are never both negative.

The phrase ``all Gr\"uneisen components positive'' has to be read as $\gamma_a,\gamma_c>0$, because the off-diagonal components of a hexagonal crystal are zero by symmetry. Part (iv) says that a negative $S_{13}$ is necessary for contraction and that it becomes sufficient only when $r$ lies outside the interval between the two thresholds.

\section{Assumptions and conventions}

The cell is described by its three lattice vectors. The reference state is the equilibrium crystal at the temperature $T$ at which $\alpha$ is wanted. A homogeneous deformation sends each lattice vector $R_i$ to $(\delta_{ij}+\epsilon_{ij})R_j$ with $\epsilon_{ij}=\epsilon_{ji}$. An antisymmetric part is left out because a rotation does not change the free energy. A derivative with respect to the symmetric tensor is defined by $d\phi=(\partial\phi/\partial\epsilon_{ij})\,d\epsilon_{ij}$, summed over all nine pairs, with the coefficient taken symmetric. If $\epsilon(T')$ is the strain of the equilibrium state at a nearby temperature $T'$, so that $\epsilon(T)=0$, the expansion tensor is
\begin{equation}
\alpha_{ij}=\frac{d\epsilon_{ij}}{dT'}\Big|_{T'=T}.
\end{equation}

\emph{A1, quasi-harmonic free energy.} At each strain the vibrations are independent harmonic oscillators whose frequencies depend on $\epsilon$ and not otherwise on temperature:
\begin{equation}
F(\epsilon,T)=U(\epsilon)+\sum_m f(\omega_m(\epsilon),T),\qquad f(\omega,T)=\frac{\omega}{2}+T\ln\!\big(1-e^{-\omega/T}\big).
\label{eq:F}
\end{equation}
Here $U$ is the static energy, $m=(\mathbf q,s)$ labels wave vector and branch, and $\sum_m$ means $N_q^{-1}\sum_{\mathbf q,s}$. The form of $f$ follows from $f=-T\ln Z$ and the geometric series $Z=\sum_{n\ge0}e^{-(n+1/2)\omega/T}=e^{-\omega/2T}/(1-e^{-\omega/T})$. Under strain each $\mathbf q$ keeps its coordinates in the basis of reciprocal lattice vectors, because the periodic boundary conditions fix the phases $\mathbf q\cdot\mathbf R$ and these do not change when the crystal deforms. Electronic and magnetic entropy are neglected.

\emph{A2, zero stress.} The external stress vanishes, so the equilibrium strain makes $F$ stationary.

\emph{A3, stability.} All $\omega_m$ in the sum are positive, and the Hessian of $F$ with respect to the six independent strains is positive definite at equilibrium.

\emph{A4, no free internal coordinates.} The atomic positions within the cell are fixed by the strain. This holds for a Bravais lattice under any strain, and for the hexagonal close-packed structure under changes of $a$ and $c$, since symmetry then fixes the fractional coordinates of both atoms. Under a strain that breaks the hexagonal symmetry, such as $\epsilon_{11}=-\epsilon_{22}$, the two atoms of that structure shift relative to each other, so it satisfies A4 only for the symmetry-preserving strains; parts (iii) and (iv) involve only these, through $\gamma_a$, $\gamma_c$, $C_{11}+C_{12}$, $C_{13}$ and $C_{33}$. Section 7 treats the case where A4 is dropped.

\section{The general formula}

\paragraph{Lemma 1 (Hessian and elastic constants).} At a state of zero stress
\begin{equation}
\frac{\partial^2F}{\partial\epsilon_{ij}\partial\epsilon_{kl}}\Big|_{\epsilon=0}=V\,C^T_{ijkl},\qquad C^T_{ijkl}\equiv\Big(\frac{\partial\sigma_{ij}}{\partial\epsilon_{kl}}\Big)_T,
\end{equation}
and the Hessian is the same for every strain measure $\eta=\epsilon+O(\epsilon^2)$.

\emph{Proof.} The stress $\sigma$, positive in tension, is defined by the isothermal reversible work $dF=V(\epsilon)\,\sigma_{ij}\,d\delta_{ij}$ for a small additional strain $d\delta$ measured from the current, already deformed state. Such an increment changes $\epsilon$ by $d\epsilon_{mn}=M_{mnij}(\epsilon)\,d\delta_{ij}$, where $M$ is a smooth linear map on symmetric tensors that is the identity at $\epsilon=0$, since there the current state is the reference state. Therefore
\begin{equation}
\sigma_{ij}(\epsilon,T)=\frac{M_{mnij}(\epsilon)}{V(\epsilon)}\,\frac{\partial F}{\partial\epsilon_{mn}}.
\label{eq:stress}
\end{equation}
Near $\epsilon=0$ the map $M$ is invertible, so $\sigma=0$ is equivalent to $\partial F/\partial\epsilon=0$. Differentiating \eqref{eq:stress} with respect to $\epsilon_{kl}$ gives two terms. One is the derivative of $M/V$ multiplied by $\partial F/\partial\epsilon$, which is zero at the reference state. The other is $V^{-1}\partial^2F/\partial\epsilon_{ij}\partial\epsilon_{kl}$. This is the first claim. For the second, number the six independent components by $\mu,\nu,\lambda,\rho$ and apply the chain rule twice:
\begin{equation}
\frac{\partial^2F}{\partial\epsilon_\mu\partial\epsilon_\nu}
=\frac{\partial^2F}{\partial\eta_\lambda\partial\eta_\rho}\frac{\partial\eta_\lambda}{\partial\epsilon_\mu}\frac{\partial\eta_\rho}{\partial\epsilon_\nu}
+\frac{\partial F}{\partial\eta_\lambda}\frac{\partial^2\eta_\lambda}{\partial\epsilon_\mu\partial\epsilon_\nu}.
\end{equation}
At $\epsilon=0$ the Jacobian $\partial\eta/\partial\epsilon$ is the identity and the gradient in the last term vanishes. $\square$

The lemma also gives $C^T_{ijkl}=C^T_{klij}$, since partial derivatives commute. The constants $C^T$ come from $F$ and contain a vibrational part; they are evaluated at the thermally expanded lattice and are not the second derivatives of $U$ at its own minimum.

\paragraph{Lemma 2 (entropy and strain).} With $x_m=\omega_m/T$,
\begin{equation}
c_m=\frac{x_m^2e^{x_m}}{(e^{x_m}-1)^2},\qquad
T\Big(\frac{\partial\mathcal S}{\partial T}\Big)_\epsilon=C_\epsilon,\qquad
\Big(\frac{\partial\mathcal S}{\partial\epsilon_{ij}}\Big)_T=C_\epsilon\gamma_{ij}.
\end{equation}

\emph{Proof.} The static energy does not depend on $T$, so $\mathcal S=-\partial F/\partial T=\sum_m s_m$ with $s=-\partial f/\partial T$. Using $\partial x/\partial T=-x/T$ and $d\ln(1-e^{-x})/dx=e^{-x}/(1-e^{-x})=1/(e^x-1)$,
\begin{equation}
s=-\ln(1-e^{-x})-T\,\frac{1}{e^x-1}\Big(-\frac{x}{T}\Big)=\frac{x}{e^x-1}-\ln(1-e^{-x}).
\end{equation}
The entropy of a mode depends on $\omega$ and $T$ only through $x$. Its derivative is
\begin{equation}
\frac{ds}{dx}=\frac{1}{e^x-1}-\frac{xe^x}{(e^x-1)^2}-\frac{1}{e^x-1}=-\frac{xe^x}{(e^x-1)^2},
\end{equation}
so that $x\,ds/dx=-c$ with $c$ as stated. At constant strain $T\,\partial s/\partial T=T\,(ds/dx)(-x/T)=c$, which identifies $c$ as the heat capacity of the mode and $\sum_m c_m$ as $C_\epsilon$. At constant temperature $\partial x/\partial\epsilon_{ij}=x\,\partial\ln\omega/\partial\epsilon_{ij}=-x\gamma^m_{ij}$, and so
\begin{equation}
\frac{\partial s_m}{\partial\epsilon_{ij}}=\frac{ds}{dx}\,(-x_m\gamma^m_{ij})=c_m\gamma^m_{ij}.
\end{equation}
Summing over $m$ and using \eqref{eq:defs} completes the proof. $\square$

A positive $\gamma^m_{11}$ means that stretching along $x_1$ lowers the frequency, packs the oscillator levels closer together and raises the entropy.

\paragraph{Remark (computing the mode parameters).} Let $\mathsf D(\mathbf q,\epsilon)$ be the mass-weighted Hermitian dynamical matrix, $\mathsf De=\omega^2e$, $e^\dagger e=1$. Differentiating gives $(\partial\mathsf D)e+\mathsf D\,\partial e=(\partial\omega^2)e+\omega^2\partial e$. Multiplying from the left by $e^\dagger$ and using $e^\dagger\mathsf D=\omega^2e^\dagger$ cancels the terms in $\partial e$ and leaves $\partial\omega^2=e^\dagger(\partial\mathsf D)e$. Since $\partial\ln\omega=\partial\omega^2/(2\omega^2)$,
\begin{equation}
\gamma^m_{ij}=-\frac{1}{2\omega_m^2}\,e_m^\dagger\frac{\partial\mathsf D}{\partial\epsilon_{ij}}e_m .
\label{eq:mode}
\end{equation}
For a degenerate level the first-order shifts of $\omega^2$ are the eigenvalues of $\partial\mathsf D$ projected on the degenerate subspace, and a single branch has no well-defined tensor $\gamma^m_{ij}$. The members of the level share one value of $c_m$ and of $\omega_m$, so only the sum of the shifts enters Lemma 2. That sum is the trace of the projected matrix, which is linear in the strain and equals the sum of \eqref{eq:mode} over any orthonormal basis of the subspace.

\paragraph{Proof of (i).} By A2 the equilibrium strain satisfies $\partial F/\partial\epsilon_{ij}(\epsilon(T'),T')=0$ for all $T'$ near $T$. By A3 the Hessian is invertible, so the implicit function theorem makes $\epsilon(T')$ differentiable. The total derivative of the condition at $T'=T$ is
\begin{equation}
\frac{\partial^2F}{\partial\epsilon_{ij}\partial\epsilon_{kl}}\,\alpha_{kl}+\frac{\partial^2F}{\partial\epsilon_{ij}\partial T}=0 .
\end{equation}
The first term is $VC^T_{ijkl}\alpha_{kl}$ by Lemma 1. The second is $-\partial\mathcal S/\partial\epsilon_{ij}=-C_\epsilon\gamma_{ij}$ by Lemma 2. Hence
\begin{equation}
V\,C^T_{ijkl}\,\alpha_{kl}=C_\epsilon\gamma_{ij}.
\label{eq:balance}
\end{equation}
The stiffness acts on symmetric tensors, and the compliance is its inverse on that six-dimensional space, $S^T_{pqij}C^T_{ijkl}=\tfrac12(\delta_{pk}\delta_{ql}+\delta_{pl}\delta_{qk})$. Contracting \eqref{eq:balance} with $S^T_{pqij}$ turns the left side into $V\cdot\tfrac12(\alpha_{pq}+\alpha_{qp})=V\alpha_{pq}$, which is \eqref{eq:main}. $\square$

\paragraph{Remark (two steps).} Equation \eqref{eq:stress} at $\epsilon=0$ gives $(\partial\sigma_{ij}/\partial T)_\epsilon=V^{-1}\partial^2F/\partial\epsilon_{ij}\partial T=-\gamma_{ij}C_\epsilon/V$. Heating a clamped crystal by $dT$ therefore builds the stress $-\gamma_{ij}C_\epsilon\,dT/V$, compressive along every axis with positive $\gamma_{ii}$. Removing the clamps changes the stress isothermally by $+\gamma_{ij}C_\epsilon\,dT/V$, and the elastic response to that change is \eqref{eq:main}. The Gr\"uneisen tensor fixes the thermal stress, and the strain that results along one axis depends on the stress along all axes.

\paragraph{Remark (Voigt factors).} Define $e_\mu=(\epsilon_{11},\epsilon_{22},\epsilon_{33},2\epsilon_{23},2\epsilon_{13},2\epsilon_{12})$. For any function $\phi$, the pair of terms $(\partial\phi/\partial\epsilon_{23})d\epsilon_{23}+(\partial\phi/\partial\epsilon_{32})d\epsilon_{32}$ equals $(\partial\phi/\partial\epsilon_{23})\,de_4$. Derivatives with respect to strain thus carry no factor: $\sigma_4=\sigma_{23}$, $\gamma_4=\gamma_{23}$, $C_{44}=C_{2323}$. Strain-like quantities carry it, $\alpha_4=2\alpha_{23}$. For the compliance, a stress with only $\sigma_{23}=\sigma_{32}$ nonzero gives $\epsilon_{23}=2S_{2323}\sigma_{23}$ and $\epsilon_{11}=2S_{1123}\sigma_{23}$, so the inverse matrix of $C_{\mu\nu}$ has $S_{44}=4S_{2323}$ and $S_{14}=2S_{1123}$. In these variables the result reads $\alpha_\mu=S_{\mu\nu}\gamma_\nu C_\epsilon/V$. Components with $\mu,\nu\le3$ have no factors, for example $S_{13}=S_{1133}$.

\paragraph{Lemma 3 (positivity).} If $\gamma\neq0$ and $T>0$, then $\gamma_{ij}\alpha_{ij}>0$.

\emph{Proof.} By (i), $\gamma_{ij}\alpha_{ij}=(C_\epsilon/V)\,\gamma_{ij}S^T_{ijkl}\gamma_{kl}$. The inverse of a positive definite map is positive definite, and every $c_m$ is positive. $\square$

\paragraph{Proof of (ii).} The internal energy is $E(\epsilon,\mathcal S)=F+T\mathcal S$, with $T$ regarded as a function of $\epsilon$ and $\mathcal S$. Its first derivative is
\begin{equation}
\Big(\frac{\partial E}{\partial\epsilon_{ij}}\Big)_{\mathcal S}=\frac{\partial F}{\partial\epsilon_{ij}}+\Big(\frac{\partial F}{\partial T}+\mathcal S\Big)\frac{\partial T}{\partial\epsilon_{ij}}=\frac{\partial F}{\partial\epsilon_{ij}},
\end{equation}
because $\partial F/\partial T=-\mathcal S$. By Lemma 2, $d\mathcal S=(C_\epsilon/T)\,dT+C_\epsilon\gamma_{kl}\,d\epsilon_{kl}$, and setting this to zero gives $(\partial T/\partial\epsilon_{kl})_{\mathcal S}=-T\gamma_{kl}$. The argument of Lemma 1 applies to $E$ at constant entropy, so a second derivative yields
\begin{equation}
VC^{\mathcal S}_{ijkl}=VC^T_{ijkl}+\frac{\partial^2F}{\partial\epsilon_{ij}\partial T}\Big(\frac{\partial T}{\partial\epsilon_{kl}}\Big)_{\mathcal S}
=VC^T_{ijkl}+(-C_\epsilon\gamma_{ij})(-T\gamma_{kl})=VC^T_{ijkl}+TC_\epsilon\gamma_{ij}\gamma_{kl}.
\label{eq:adiab}
\end{equation}
Along the line of zero stress $d\epsilon_{kl}=\alpha_{kl}dT$, and the same expression for $d\mathcal S$ gives
\begin{equation}
C_\sigma=T\frac{d\mathcal S}{dT}=C_\epsilon\big(1+T\gamma_{kl}\alpha_{kl}\big),
\label{eq:Csig}
\end{equation}
which is not less than $C_\epsilon$ by Lemma 3. Applying \eqref{eq:adiab} to $\alpha$ and using \eqref{eq:balance},
\begin{equation}
VC^{\mathcal S}_{ijkl}\alpha_{kl}=C_\epsilon\gamma_{ij}+TC_\epsilon\gamma_{ij}(\gamma_{kl}\alpha_{kl})=C_\sigma\gamma_{ij}.
\end{equation}
$C^{\mathcal S}$ is a positive definite map plus a non-negative one, so it has an inverse $S^{\mathcal S}$, and contraction with it gives (ii). $\square$

Calorimetry at ambient conditions gives $C_\sigma$, sound velocities give $C^{\mathcal S}$, and phonon sums give $C_\epsilon$, so the two pairings are easily mixed. The combination $S^T\gamma C_\sigma/V$ is too large by the factor $1+T\gamma_{kl}\alpha_{kl}$, and $S^{\mathcal S}\gamma C_\epsilon/V$ is too small by the same factor. The signs of the components are unaffected.

Parts (i) and (ii) of the theorem are now proved: the expansion tensor follows from the Gr\"uneisen tensor and the full compliance, with either the isothermal or the adiabatic pairing of compliance and heat capacity. The hexagonal formulas (iii) and the sign criterion (iv) remain to be proved, followed by limiting cases, the limits of the assumptions, a worked example and a numerical check.
